\section*{Strain coupling, the order of a Landau transition, and elastic softening}

Let $Q$ be a dimensionless order parameter with one component, zero in the disordered phase, and let $e$ be one component of strain, measured from the stress-free disordered crystal. Both are uniform. The free energy per unit reference volume, at a given temperature and relative to the unstrained disordered state, is taken as
\begin{equation}
F(e,Q)=\frac a2Q^2+\frac b4Q^4+\frac g6Q^6+\frac C2e^2+\lambda eQ^2 ,
\label{eq:F}
\end{equation}
with $C>0$, $b>0$ and $g\ge 0$. All five coefficients are energy densities, since $e$ and $Q$ have no dimension. The coefficient $a$ falls through zero on cooling, and the other four are treated as constants. The states $Q$ and $-Q$ are assumed to be related by a symmetry operation that leaves $e$ unchanged, which excludes a term $eQ$ and leaves $\lambda eQ^2$ as the lowest coupling. (If the operation reversed $e$ as well, $eQ$ would be allowed and $eQ^2$ forbidden; that case is not treated here.) Its sign is free: for $\lambda>0$ order favours negative strain, and for $\lambda<0$ positive strain.

The treatment is mean field: $Q$ and $e$ take the values that minimize the appropriate energy, and fluctuations and spatial gradients are left out, as are other strain components and higher couplings such as $e^2Q^2$. The factors $1/2$ and $1/4$ in \eqref{eq:F} matter, because the numerical factors in the results depend on them.

Two questions can be asked of this energy. If the crystal is free to change its shape, what energy governs $Q$? If instead a strain is imposed and $Q$ is free to adjust, what energy governs $e$? The first decides the order of the transition at constant stress, the second the isothermal elastic constant. In each case one variable is eliminated by minimization.

The stress conjugate to $e$ is
\begin{equation}
\sigma=\frac{\partial F}{\partial e}=Ce+\lambda Q^2 .
\label{eq:stress}
\end{equation}
At fixed $\sigma$ the quantity to be minimized is $F-\sigma e$, because the loading device contributes the energy $-\sigma e$. As a function of $e$ this is a parabola with curvature $C>0$, so its minimum is unique and lies at
\begin{equation}
e=\frac{\sigma-\lambda Q^2}{C}.
\label{eq:emin}
\end{equation}
The terms that contain $e$ are $\frac12Ce^2-(\sigma-\lambda Q^2)e$. With \eqref{eq:emin} they become
\begin{align}
\frac{(\sigma-\lambda Q^2)^2}{2C}-\frac{(\sigma-\lambda Q^2)^2}{C}
&=-\frac{(\sigma-\lambda Q^2)^2}{2C}\notag\\
&=-\frac{\sigma^2}{2C}+\frac{\lambda\sigma}{C}Q^2-\frac{\lambda^2}{2C}Q^4 .
\end{align}
The elastic cost is half the size of the gain from the linear term, so the net change is negative. Now write $\lambda\sigma Q^2/C=\frac12(2\lambda\sigma/C)Q^2$ and $\lambda^2Q^4/(2C)=\frac14(2\lambda^2/C)Q^4$, and collect equal powers of $Q$. The energy at constant stress is
\begin{equation}
G(Q)=-\frac{\sigma^2}{2C}+\frac12\Bigl(a+\frac{2\lambda\sigma}{C}\Bigr)Q^2+\frac{b^*}{4}Q^4+\frac g6Q^6,
\label{eq:G}
\end{equation}
\begin{equation}
b^*=b-\frac{2\lambda^2}{C}.
\label{eq:bstar}
\end{equation}
This is the renormalized quartic coefficient. The reduction contains $\lambda^2$ and so does not depend on the sign of the coupling: whichever way the crystal prefers to deform when it orders, the deformation lowers the energy by an amount proportional to $Q^4$. A soft lattice, with small $C$, gives a large reduction. A constant stress leaves $b^*$ as it is and only shifts the quadratic coefficient, from $a$ to $a+2\lambda\sigma/C$. For $\lambda>0$ a positive stress opposes the spontaneous strain and therefore delays ordering to lower $a$.

To find the order of the transition, set $\sigma=0$; a constant stress is restored by the shift of $a$ just described. With $x=Q^2\ge0$,
\begin{equation}
G=\frac a2x+\frac{b^*}4x^2+\frac g6x^3,\qquad
\frac{dG}{dx}=\frac12\,(a+b^*x+gx^2).
\label{eq:Gx}
\end{equation}
Suppose first that $b^*>0$. For $a\ge0$ the derivative is positive at every $x>0$, so the minimum is at $x=0$. For $a<0$ it is negative at $x=0$ and has a single positive zero,
\begin{equation}
x=\frac{-2a}{b^*+\sqrt{b^{*2}-4ga}}\;\longrightarrow\;-\frac a{b^*}\qquad(a\to0^-).
\label{eq:xcont}
\end{equation}
The order parameter grows from zero without a jump, and the transition is continuous. The limiting form is exact within the model when $g=0$. At $b^*=0$ with $g>0$ the zero is at $x=\sqrt{-a/g}$. The transition is still continuous, but $Q$ grows as $(-a)^{1/4}$ instead of $(-a)^{1/2}$; this is the tricritical case.

If $b^*<0$, which means $2\lambda^2>bC$, a positive sextic coefficient is needed, since otherwise $G$ falls without bound at large $Q$. For $0<a<b^{*2}/(4g)$ the derivative in \eqref{eq:Gx} has two positive zeros,
\begin{equation}
x_\pm=\frac{|b^*|\pm\sqrt{b^{*2}-4ga}}{2g}.
\label{eq:xpm}
\end{equation}
It is positive below $x_-$, negative between the two and positive above $x_+$. The disordered state $x=0$ and the ordered state $x_+$ are thus both minima, with a barrier at $x_-$. They have equal energy when $G(x_+)=0$. Dividing this condition by $x$ gives
\begin{equation}
\frac a2-\frac{|b^*|}4x+\frac g6x^2=0 ,
\end{equation}
while stationarity gives $a=|b^*|x-gx^2$. Inserting the second relation into the first,
\begin{equation}
\Bigl(\frac12-\frac14\Bigr)|b^*|x-\Bigl(\frac12-\frac16\Bigr)gx^2
=\frac{|b^*|}4x-\frac g3x^2=0 .
\end{equation}
The nonzero solution, and the value of $a$ that follows from stationarity, are
\begin{equation}
Q_t^2=\frac{3|b^*|}{4g},\qquad
a_t=\frac{3b^{*2}}{4g}-\frac{9b^{*2}}{16g}=\frac{3b^{*2}}{16g}.
\label{eq:first}
\end{equation}
The energy of the ordered minimum changes with $a$ at the rate $x_+/2>0$, because its dependence on $a$ through $x_+$ drops out at a stationary point. The ordered state therefore has the lower energy for $a<a_t$ and the higher one for $a>a_t$. At $a_t$ the order parameter jumps from zero to $Q_t$, and by \eqref{eq:emin} the strain jumps by $e_t=-\lambda Q_t^2/C$. The transition is first order although the bare quartic coefficient is positive. Within this model, coupling to strain thus makes the transition first order when $2\lambda^2/C$ exceeds $b$; a weaker coupling leaves it continuous. The rule has two limits. If several strain components relax, the same elimination gives the reduction $2\sum_{ij}\lambda_iS_{ij}\lambda_j$, with $S$ the inverse of the matrix of elastic constants. For coupling to $e_1$ alone this is $2\lambda^2S_{11}$, and $S_{11}$ exceeds $1/C_{11}$ when $e_1$ is elastically coupled to other components. The rule is also a mean-field one: if $f_0(a)$ is the free energy of the rigid system, the energy at uniform strain $e$ has the curvature $C+4\lambda^2f_0''(a+2\lambda e)$, and where fluctuations make the specific heat, and with it $-f_0''$, diverge, this curvature turns negative close enough to the transition for any nonzero $\lambda$.

For the elastic constant the roles are exchanged. A strain is imposed, and $Q$ minimizes $F$ at that strain. The stationarity condition is
\begin{equation}
\frac{\partial F}{\partial Q}=Q\,(a+2\lambda e+bQ^2+gQ^4)=0 .
\label{eq:Qeq}
\end{equation}
Since $b>0$ and $g\ge0$, the bracket increases with $Q^2$. If $a+2\lambda e\ge0$ the minimum is at $Q=0$. If $a+2\lambda e<0$ there is one positive solution $x(e)=Q^2$, and it is the minimum. Let $f(e)$ be the energy with $Q$ relaxed in this way. Its slope is
\begin{equation}
\frac{df}{de}=\frac{\partial F}{\partial e}+\frac{\partial F}{\partial Q}\frac{dQ}{de}=Ce+\lambda x(e),
\end{equation}
because $\partial F/\partial Q$ vanishes along the relaxed path. The elastic constant $C^*$ is the slope of this stress:
\begin{equation}
C^*=\frac{d^2f}{de^2}=C+\lambda\frac{dx}{de}.
\label{eq:Cslope}
\end{equation}
In the ordered phase the bracket in \eqref{eq:Qeq} stays zero as $e$ changes. Its derivative with respect to $e$ gives
\begin{equation}
2\lambda+(b+2gx)\frac{dx}{de}=0,\qquad
\frac{dx}{de}=-\frac{2\lambda}{b+2gx},
\end{equation}
and therefore
\begin{equation}
C^*=C-\frac{2\lambda^2}{b+2gQ^2}.
\label{eq:Cstar}
\end{equation}
In the disordered phase $x=0$ on both sides of the given strain, so $dx/de=0$ and the elastic constant remains $C$. At a continuous transition $Q^2\to0$ from the ordered side, and the elastic constant drops by
\begin{equation}
C-C^*=\frac{2\lambda^2}{b}.
\label{eq:drop}
\end{equation}
For $g=0$ the same drop persists throughout the ordered phase. For $g>0$ it becomes smaller as $Q^2$ grows, because the sextic term makes the order parameter stiffer.

It may seem odd that the drop is finite at a point where $Q$ vanishes. The second derivatives of $F$ show why. The mixed derivative is $F_{eQ}=2\lambda Q$, so the force that a small strain exerts on $Q$ disappears as $Q\to0$. The restoring force disappears too:
\begin{align}
F_{QQ}&=a+2\lambda e+3bQ^2+5gQ^4\notag\\
&=2bQ^2+4gQ^4 ,
\end{align}
where the second line uses $a+2\lambda e=-bQ^2-gQ^4$ from \eqref{eq:Qeq}. Relaxation of $Q$ lowers the elastic constant by
\begin{equation}
\frac{F_{eQ}^2}{F_{QQ}}=\frac{4\lambda^2Q^2}{2Q^2(b+2gQ^2)}=\frac{2\lambda^2}{b+2gQ^2},
\end{equation}
in agreement with \eqref{eq:Cstar}. The factors $Q^2$ cancel, which leaves a step.

The same derivatives show when the step can be observed. The strain must vary slowly enough for $Q$ to follow; if $Q$ is frozen, the measured constant is $F_{ee}=C$ and there is no drop. The temperature must also stay constant. In an adiabatic measurement the change of $Q^2$ changes the temperature and hence $a$; for $g=0$, $a$ linear in $T$ and a background heat capacity $c_0$ per volume, the drop becomes $2\lambda^2/[b(1+\Delta c/c_0)]$, where $\Delta c=T(da/dT)^2/(2b)$ is the jump of the heat capacity at fixed strain. Suppose, for instance, that $Q$ obeys the damped equation $\gamma\,dQ/dt=-\partial F/\partial Q$ with constant $\gamma>0$. At fixed strain a small deviation from equilibrium then decays at the rate $F_{QQ}/\gamma$, which tends to zero with $Q^2$. In that model a measurement at any fixed nonzero frequency ceases to be quasi-static sufficiently close to a continuous transition. The strain amplitude $\delta e$ must also be small: $|2\lambda\,\delta e|$ has to stay below $|a+2\lambda e|$, or the strain itself carries the crystal across the transition.

The drop \eqref{eq:drop} contains the bare coefficient $b$, not $b^*$, because $Q$ responds while the strain is held at its imposed value. A calculation at constant stress must give the same elastic constant, but there $b^*$ appears. Take $g=0$ and $b^*>0$. In the ordered phase \eqref{eq:G} gives $Q^2=-(a+2\lambda\sigma/C)/b^*$, so that $dQ^2/d\sigma=-2\lambda/(Cb^*)$. Differentiating \eqref{eq:emin},
\begin{align}
\frac{de}{d\sigma}&=\frac1C-\frac\lambda C\frac{dQ^2}{d\sigma}
=\frac1C+\frac{2\lambda^2}{C^2b^*}\notag\\
&=\frac{Cb^*+2\lambda^2}{C^2b^*}=\frac{b}{Cb^*},
\label{eq:compl}
\end{align}
where the last step uses $Cb^*=Cb-2\lambda^2$. On the other side, \eqref{eq:Cstar} with $g=0$ gives
\begin{equation}
C^*=\frac Cb\Bigl(b-\frac{2\lambda^2}{C}\Bigr)=C\,\frac{b^*}{b},
\label{eq:ratio}
\end{equation}
which is the reciprocal of \eqref{eq:compl}. With a single strain component, the elastic constant and the quartic coefficient are reduced by the same fraction, $2\lambda^2/(bC)$; with several elastically coupled components the two fractions differ in general.

This equality has a simple origin. Apart from the term $ax/2$, the energy with $g=0$ is a quadratic form in $e$ and $x=Q^2$, with the matrix of second derivatives
\begin{equation}
\begin{pmatrix}C&\lambda\\ \lambda&b/2\end{pmatrix},\qquad
D=\frac{bC}{2}-\lambda^2 .
\end{equation}
Eliminating $e$ leaves the curvature $D/C=b^*/2$ in $x$; eliminating $x$ leaves the curvature $D/(b/2)=C^*$ in $e$. Both change sign where the determinant $D$ does. The loss of a continuous transition at constant stress and the loss of a positive elastic constant just below the onset of order at fixed strain are one and the same condition, $2\lambda^2=bC$.

With the sextic term the relation becomes a stability criterion for the ordered phase. Putting \eqref{eq:Cstar} over a common denominator gives
\begin{equation}
C^*=C\,\frac{b^*+2gQ^2}{b+2gQ^2}.
\label{eq:Cfull}
\end{equation}
From \eqref{eq:Gx}, $d^2G/dx^2=(b^*+2gx)/2$. The numerator of $C^*$ is thus twice the curvature that must be positive at an ordered minimum of $G$. When $b^*<0$ and the crystal is heated at zero stress, the ordered minimum $x_+$ of \eqref{eq:xpm} merges with the barrier $x_-$ where the square root vanishes:
\begin{equation}
a_s=\frac{b^{*2}}{4g},\qquad Q_s^2=\frac{|b^*|}{2g},\qquad C^*=0 .
\label{eq:spin}
\end{equation}
The ordered phase reaches its limit of metastability exactly where its relaxed elastic constant vanishes. The first-order transition comes earlier on heating, since $a_t=\frac34a_s$. There $2gQ_t^2=\frac32|b^*|$, and \eqref{eq:Cfull} gives
\begin{equation}
C^*(a_t)=\frac{C\,|b^*|/2}{b+3|b^*|/2}>0 .
\end{equation}
At a first-order transition the drop is therefore not $2\lambda^2/b$. That value would exceed $C$ itself whenever $b^*<0$; the jump to a finite $Q_t$ passes over the unstable range of small $Q$.

That range is encountered if the strain is held fixed and uniform. By \eqref{eq:Qeq} the quartic coefficient is then $b>0$, and $Q$ grows continuously once $a+2\lambda e<0$. For $b^*<0$, however, \eqref{eq:Cfull} is negative at small $Q$, so $f(e)$ is concave there. For small $d$ this means
\begin{equation}
\tfrac12\,[f(e+d)+f(e-d)]<f(e).
\end{equation}
A crystal with a fixed mean strain can lower its energy by dividing into layers with strains $e\pm d$, provided that such layers fit together without further distortion and that the energy of their interfaces can be neglected. Clamping the outer dimensions is then not enough to secure the continuous transition of the uniform state.

Round parameters show the sizes involved. The gigapascal is the natural unit here, and no particular material is implied. Take $C=100$ GPa and $\lambda=5$ GPa, so that $2\lambda^2/C=50/100=0.5$ GPa. In a first case let $b=2$ GPa. Then
\begin{align}
b^*&=2-0.5=1.5\ \text{GPa},\notag\\
C-C^*&=\frac{50}{2}=25\ \text{GPa}.
\end{align}
In atomic units these are $5.10\times10^{-5}$ and $8.50\times10^{-4}$ hartree/bohr$^3$. The transition is continuous, and the elastic constant falls from 100 to 75 GPa. Both ratios, $C^*/C$ and $b^*/b$, are $0.75$. With $g=0$ and $a=-0.05$ GPa, $Q^2=0.05/1.5=0.0333$ and $e=-5\times0.0333/100=-0.00167$. The compliance from \eqref{eq:compl} is $0.01+50/(10^4\times1.5)=0.01333$ GPa$^{-1}$, the reciprocal of 75 GPa. A stress of $0.1$ GPa moves the onset of order to $a=-2\times5\times0.1/100=-0.01$ GPa.

A sextic coefficient $g=1$ GPa leaves the step at the transition unchanged but reduces the softening below it. At $a=-0.05$ GPa one has $Q^2=0.0326$ and $C^*=100-50/2.065=75.8$ GPa; at $a=-0.2$ GPa, $Q^2=0.123$ and $C^*=77.7$ GPa.

In a second case let $b=0.4$ GPa, with $g=1$ GPa and the other parameters as before. Now $b^*=0.4-0.5=-0.1$ GPa, or $-3.40\times10^{-6}$ hartree/bohr$^3$, and the transition at constant stress is first order. Equation \eqref{eq:first} gives
\begin{align}
Q_t^2&=\frac{3\times0.1}{4}=0.075,\notag\\
a_t&=\frac{3\times0.01}{16}=0.001875\ \text{GPa},
\end{align}
and the strain jumps by $-5\times0.075/100=-0.00375$. The expression $2\lambda^2/b$ would be 125 GPa, more than the whole elastic constant. The actual value in the ordered phase at the transition is
\begin{equation}
C^*=100-\frac{50}{0.4+2\times0.075}=9.1\ \text{GPa},
\end{equation}
a drop of 90.9 GPa. On further heating the ordered phase survives as a metastable state up to $a_s=0.01/4=0.0025$ GPa, where $Q^2=0.05$ and $C^*=100-50/0.5=0$.

The effect of clamping is large in this second case. At $a=-0.0001$ GPa the stress-free crystal has $Q^2=0.101$, whereas the uniform crystal held at $e=0$ has $Q^2=0.00025$. The relaxed energy of the clamped crystal has the curvature $100-50/0.4005=-24.8$ GPa, so the uniform state is unstable against the division into layers described above. Ordered and disordered layers coexist at the stress for which $a+2\lambda\sigma/C=a_t$. The disordered layers then have the strain $\sigma/C=(a_t-a)/(2\lambda)=0.000198$, a mean strain of zero requires an ordered fraction $0.000198/0.00375=0.053$, and the mean of $Q^2$ is $0.053\times0.075=0.004$, still far below the stress-free value.

The numerical check obtains $b^*$ by minimizing \eqref{eq:F} over strain, and the elastic constants from second differences of the energy with $Q$ relaxed. It finds the compliance separately from strains under applied stress, and the first-order point from the equality of minimized energies. The stability limit is computed from \eqref{eq:spin} and then tested: two ordered stationary states exist at $0.99\,a_s$ and none at $1.01\,a_s$.

\section*{Table of computed values}
\begin{verbatim}
Bare elastic constant C = 100.0 GPa
Coupling lambda = 5.0 GPa
Sextic coefficient g = 1.0 GPa
Quartic reduction 2 lambda^2/C = 0.500 GPa
1 hartree/bohr^3 = 29421.02 GPa
CASE A
Bare quartic b = 2.00 GPa
Renormalized quartic (numerical) = 1.500000 GPa
  same = 5.0984e-05 hartree/bohr^3
Disordered elastic constant = 100.0000 GPa
Without g, at a = -0.05 GPa: Q^2 = 0.033333, e = -0.001667
Without g: ordered elastic constant = 75.0000 GPa
Without g: elastic drop = 25.0000 GPa
  same = 8.4973e-04 hartree/bohr^3
Without g: compliance from stress = 0.013333 1/GPa
Ratio of elastic constants C*/C = 0.750000
Ratio of quartic coefficients b*/b = 0.750000
With g: a (GPa), Q^2, strain, elastic constant (GPa)
  -0.0001  0.000067  -0.0000033  75.002
  -0.0500  0.032624  -0.0016312  75.790
  -0.2000  0.123212  -0.0061606  77.742
Applied stress = 0.10 GPa, onset a = -0.0100 GPa
CASE B
Bare quartic b = 0.40 GPa
Renormalized quartic (numerical) = -0.100000 GPa
  same = -3.3989e-06 hartree/bohr^3
Naive drop 2 lambda^2/b = 125.00 GPa
First-order point a_t = 0.001875 GPa
Jump of Q^2 = 0.07500, of Q = 0.2739
Jump of strain = -0.003750
Ordered elastic constant at a_t = 9.091 GPa
Elastic drop at a_t = 90.909 GPa
Stability limit a_s = 0.002500 GPa
At a_s: Q^2 = 0.05000, strain = -0.002500
Elastic constant at a_s below 0.01 GPa: True
Comparison at a = -0.0001 GPa:
  Q^2 clamped at e = 0: 0.000250
  Q^2 free of stress: 0.100990
  curvature of clamped energy = -24.84 GPa
\end{verbatim}
